**Silicon donor 2p levels in anisotropic effective-mass theory**

The program diagonalizes H = −∂x² − ∂y² − γ∂z² − 2/r, where γ = m_t/m_l, lengths are in effective Bohr radii a* and energies in effective Rydbergs Ry*. For m_t = 0.1905 m_e, m_l = 0.9163 m_e and dielectric constant 11.4, it finds binding energies of 11.49 meV for 2p0 and 6.40 meV for 2p±. It asserts that a separate basis of anisotropic Gaussians in undeformed coordinates gives the same energies within 5 × 10⁻⁴ Ry*, and that γ = 1 returns the hydrogen levels. It also asserts the virial theorem, the convergence of the basis, and the agreement of the closed-form ellipsoidal trial energies with direct quadrature. A Gaussian well of range r_c then models the donor core. The assertions confirm that its first-order shift grows nearly as r_c³ for the 1s level and r_c⁵ for the p levels. With r_c = 2 Å and depths that set the 1s binding to 35, 45 and 55 meV, the output shows p-level shifts below 0.01 meV.

## Check in Python

```python
"""Shallow donor p levels in silicon from anisotropic effective-mass theory.

Result under test: H = -dxx - dyy - gamma*dzz - 2/r (units Ry*, a*) gives
binding energies near 11.5 meV (2p0) and 6.4 meV (2p+-) for silicon, and a
short-range central cell that moves the 1s level strongly hardly moves them.
gamma = m_t/m_l; Ry* = Ry*(m_t/m_e)/eps^2; a* = a0*eps/(m_t/m_e).
Main method: z = sqrt(gamma)*z', Laguerre radial functions times spherical
harmonics in the deformed coordinates. Check: anisotropic Gaussians in the
original coordinates.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_genlaguerre, gammaln, lpmv, roots_genlaguerre

m_t, m_l, eps = 0.1905, 0.9163, 11.4
gamma = m_t / m_l
rydberg_meV = 1e3 * constants.physical_constants[
    "Rydberg constant times hc in eV"][0]
bohr_A = 1e10 * constants.physical_constants["Bohr radius"][0]
ry = rydberg_meV * m_t / eps**2
a_star = bohr_A * eps / m_t
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(100)


def radial_norm(k, alpha, s):
    return np.sqrt(2 * alpha) * np.exp(
        0.5 * (gammaln(k + 1) - gammaln(k + 2 * s + 3)))


def radial_matrices(n, alpha, s):
    """Matrices of u'u', 1/r^2, 1/r for u = r^(s+1) exp(-alpha r) Laguerre."""
    x, w = roots_genlaguerre(n + 4, 2 * s)
    f, h = [], []
    for k in range(n):
        c = radial_norm(k, alpha, s)
        lag = eval_genlaguerre(k, 2 * s + 2, x)
        dlag = -eval_genlaguerre(k - 1, 2 * s + 3, x) if k else 0 * x
        f.append(c * lag)
        h.append(c * ((s + 1 - x / 2) * lag + x * dlag))
    f, h = np.array(f), np.array(h)
    return (2 * alpha * (h * w) @ h.T, 2 * alpha * (f * w) @ f.T,
            (f * w * x) @ f.T)


def angular_functions(ls, m):
    rows = []
    for l in ls:
        p = lpmv(m, l, cos_nodes)
        rows.append(p / np.sqrt(np.sum(cos_weights * p * p)))
    return np.array(rows)


def build(n, alpha, s, lmax, m, gam):
    """Kinetic and Coulomb matrices; s=0 even parity, s=1 odd parity."""
    ls = np.arange(s, lmax + 1, 2)
    d, c, b = radial_matrices(n, alpha, s)
    th = angular_functions(ls, m)
    g = 1 / np.sqrt(1 - (1 - gam) * cos_nodes**2)
    gmat = (th * cos_weights * g) @ th.T
    kinetic = np.kron(np.eye(len(ls)), d) + np.kron(np.diag(ls * (ls + 1.)), c)
    return kinetic, -2 * np.kron(gmat, b), gmat


def lowest(h):
    val, vec = eigh(h, subset_by_index=[0, 0])
    return val[0], vec[:, 0]


def level(n, alpha, s, lmax, m, gam=gamma):
    t, v, _ = build(n, alpha, s, lmax, m, gam)
    return lowest(t + v)[0]


def well_matrix(n, alpha, s, lmax, m, rc):
    """Matrix of exp(-r^2/rc^2), r being the true distance (rc in a*)."""
    th = angular_functions(np.arange(s, lmax + 1, 2), m)
    stretch = 1 - (1 - gamma) * cos_nodes**2
    node, weight = np.polynomial.legendre.leggauss(90)
    rmax = 7 * rc / np.sqrt(gamma)
    r, w = rmax * (node + 1) / 2, rmax * weight / 2
    x = 2 * alpha * r
    u = np.array([radial_norm(k, alpha, s) * x**(s + 1) * np.exp(-x / 2)
                  * eval_genlaguerre(k, 2 * s + 2, x) for k in range(n)])
    shape = np.exp(-np.outer(r**2, stretch) / rc**2) * cos_weights
    ang = np.einsum("ax,bx,rx->abr", th, th, shape, optimize=True)
    size = len(th)
    out = np.zeros((size * n, size * n))
    for i in range(size):
        for j in range(size):
            out[i*n:(i+1)*n, j*n:(j+1)*n] = (u * w * ang[i, j]) @ u.T
    return out


def gaussian_level(m):
    """Lowest p level from z or x times exp(-a rho^2 - b z^2)."""
    ex = np.geomspace(0.02, 25.0, 9)
    a, b = [q.ravel() for q in np.meshgrid(ex, ex)]
    p, q = a[:, None] + a, b[:, None] + b
    aa, bb = np.outer(a, a), np.outer(b, b)
    step = 0.25
    t = np.exp(np.arange(-25, 12, step))
    v = np.zeros_like(p)

    def overlap(pp, qq):
        if m == 0:
            return np.pi / pp * np.sqrt(np.pi) / (2 * qq**1.5)
        return np.pi / (2 * pp**2) * np.sqrt(np.pi / qq)
    for ti in t:
        v += 2 / np.sqrt(np.pi) * step * ti * overlap(p + ti**2, q + ti**2)
    s = overlap(p, q)
    cr, cz = (4, 6) if m == 0 else (8, 2)
    h = s * (cr * aa / p + gamma * cz * bb / q) - 2 * v
    norm = 1 / np.sqrt(np.diag(s))
    s, h = s * np.outer(norm, norm), h * np.outer(norm, norm)
    val, vec = eigh(s)
    keep = val > 1e-10
    x = vec[:, keep] / np.sqrt(val[keep])
    return lowest(x.T @ h @ x)[0]


def trial_parts(s, m, gam=gamma):
    """Kinetic factor K and Coulomb factor F of the ellipsoidal function."""
    k = np.sqrt(1 - s * s)
    j0 = np.arcsin(k) / k
    j2 = (np.arcsin(k) - k * s) / (2 * k**3)
    if m == 0:
        return 0.4 + 0.6 * gam / s**2, 3 * j2
    return 0.8 + 0.2 * gam / s**2, 1.5 * (j0 - j2)


def trial_energy(s, m):
    kin, pot = trial_parts(s, m)
    return -pot**2 / (4 * kin)


def trial_by_quadrature(a, b, m):
    """Energy of the same function by direct integration, true coordinates."""
    node, weight = np.polynomial.legendre.leggauss(200)
    r, w = 25 * (node + 1), 25 * weight
    rho = np.outer(r, np.sqrt(1 - cos_nodes**2))
    z = np.outer(r, cos_nodes)
    vol = np.outer(w * r**2, cos_weights)

    def f(rh, zz):
        return (zz if m == 0 else rh) * np.exp(-np.sqrt(rh**2/a**2+zz**2/b**2))
    d = 1e-5
    f0 = f(rho, z)
    fr = (f(rho + d, z) - f(rho - d, z)) / (2 * d)
    fz = (f(rho, z + d) - f(rho, z - d)) / (2 * d)
    dens = fr**2 + gamma * fz**2 + (m * f0 / rho)**2
    dens = dens - 2 * f0**2 / r[:, None]
    return np.sum(vol * dens) / np.sum(vol * f0**2)


print("Transverse mass, longitudinal mass (m_e): %.4f %.4f" % (m_t, m_l))
print("Dielectric constant: %.1f   gamma: %.4f" % (eps, gamma))
print("Effective Rydberg: %.3f meV   effective Bohr radius: %.2f angstrom"
      % (ry, a_star))

# Hydrogen limit
for m in (0, 1):
    assert abs(level(16, 0.8, 1, 5, m, 1.0) + 0.25) < 1e-6
assert abs(level(16, 1.5, 0, 4, 0, 1.0) + 1.0) < 1e-6

# One-function ellipsoidal estimates
names = {0: "2p0", 1: "2p+-"}
trial = {}
for m in (0, 1):
    best = minimize_scalar(trial_energy, bounds=(0.1, 0.99), args=(m,),
                           method="bounded", options={"xatol": 1e-9})
    kin, pot = trial_parts(best.x, m)
    a = 2 * kin / pot
    assert abs(trial_by_quadrature(a, best.x * a, m) - best.fun) < 1e-5
    trial[m] = best.fun
    print("%s trial: s=b/a %.4f  K %.4f  F %.4f  a %.4f a*  b %.4f a*"
          % (names[m], best.x, kin, pot, a, best.x * a))
    print("%s trial: energy %.4f Ry*, binding %.2f meV"
          % (names[m], best.fun, -best.fun * ry))

# Full basis
n_rad, alpha_p = 18, 0.8
print("Basis for p levels: %d radial functions per l, alpha = %.1f / a*"
      % (n_rad, alpha_p))
final = {}
for m in (0, 1):
    g11 = build(n_rad, alpha_p, 1, 1, m, gamma)[2][0, 0]
    table = [level(n_rad, alpha_p, 1, lm, m) for lm in (1, 3, 5, 7, 11)]
    assert abs(table[0] + g11**2 / 4) < 1e-6
    assert all(y <= x + 1e-10 for x, y in zip(table, table[1:]))
    t, v, _ = build(n_rad, alpha_p, 1, 11, m, gamma)
    energy, vec = lowest(t + v)
    kinetic = vec @ t @ vec
    assert abs(kinetic + energy) < 1e-3
    assert abs(level(26, 1.0, 1, 15, m) - energy) < 1e-4
    gauss = gaussian_level(m)
    assert abs(gauss - energy) < 5e-4
    assert energy < trial[m]
    final[m] = energy
    print("%s angular factor G11: %.4f" % (names[m], g11))
    print("%s binding (meV), l up to 1,3,5,7,11: " % names[m]
          + " ".join("%.3f" % (-e * ry) for e in table))
    print("%s energy %.5f Ry*, kinetic part %.5f Ry*"
          % (names[m], energy, kinetic))
    print("%s binding from Gaussian basis: %.3f meV" % (names[m], -gauss * ry))
b0, b1 = -final[0] * ry, -final[1] * ry
assert abs(b0 - 11.5) < 0.05 and abs(b1 - 6.4) < 0.05
print("RESULT 2p0 binding: %.2f meV = %.3e J"
      % (b0, b0 * 1e-3 * constants.e))
print("RESULT 2p+- binding: %.2f meV = %.3e J"
      % (b1, b1 * 1e-3 * constants.e))
print("Spacing 2p0 to 2p+-: %.2f meV" % (b0 - b1))
eps_alt = 11.7
print("With dielectric constant %.1f: 2p0 %.2f meV, 2p+- %.2f meV"
      % (eps_alt, b0 * (eps / eps_alt)**2, b1 * (eps / eps_alt)**2))

# Central cell: Gaussian well in the true distance
n_w, alpha_w, rc = 40, 4.0, 2.0 / a_star
sectors = {"1s": (0, 10, 0), "2p0": (1, 11, 0), "2p+-": (1, 11, 1)}
ham, well, bare, state = {}, {}, {}, {}
for name, (s, lmax, m) in sectors.items():
    t, v, _ = build(n_w, alpha_w, s, lmax, m, gamma)
    ham[name] = t + v
    well[name] = well_matrix(n_w, alpha_w, s, lmax, m, rc)
    bare[name], state[name] = lowest(ham[name])
assert abs(bare["2p0"] - final[0]) < 5e-4
assert abs(bare["2p+-"] - final[1]) < 5e-4
print("1s binding without central cell: %.2f meV" % (-bare["1s"] * ry))

for name, (s, lmax, m) in sectors.items():
    mean = [state[name] @ well_matrix(n_w, alpha_w, s, lmax, m, q / a_star)
            @ state[name] for q in (0.5, 1.0)]
    power = np.log2(mean[1] / mean[0])
    assert abs(power - (3 if s == 0 else 5)) < 0.3
    print("%s first-order shift grows as range to the power %.2f (0.5-1 A)"
          % (name, power))

print("Well range: %.1f angstrom; model donors set by their 1s binding:"
      % (rc * a_star))
for target in (35.0, 45.0, 55.0):
    depth = brentq(lambda u: lowest(ham["1s"] - u * well["1s"])[0]
                   + target / ry, 0.0, 1000.0, xtol=1e-6)
    shift, first = {}, {}
    for name in sectors:
        e = lowest(ham[name] - depth * well[name])[0]
        shift[name] = (bare[name] - e) * ry
        first[name] = depth * ry * (state[name] @ well[name] @ state[name])
        assert shift[name] >= first[name] - 1e-6 and first[name] > 0
    for name in ("2p0", "2p+-"):
        assert shift[name] < 0.1 and shift[name] < 0.02 * shift["1s"]
    print("1s %.1f meV: depth %.3f eV, added binding (meV) 1s %.2f,"
          " 2p0 %.4f, 2p+- %.4f" % (target, depth * ry / 1e3, shift["1s"],
                                    shift["2p0"], shift["2p+-"]))
    print("   first-order added binding (meV): 2p0 %.4f, 2p+- %.4f"
          % (first["2p0"], first["2p+-"]))
    if target == 45.0:
        t, v, _ = build(32, alpha_w, 0, 8, 0, gamma)
        small = lowest(t + v - depth * well_matrix(
            32, alpha_w, 0, 8, 0, rc))[0]
        assert abs(-small * ry - target) < 0.5

print("PASS")
```

Printed output:

```
Transverse mass, longitudinal mass (m_e): 0.1905 0.9163
Dielectric constant: 11.4   gamma: 0.2079
Effective Rydberg: 19.944 meV   effective Bohr radius: 31.67 angstrom
2p0 trial: s=b/a 0.6043  K 0.7416  F 1.3062  a 1.1356 a*  b 0.6862 a*
2p0 trial: energy -0.5751 Ry*, binding 11.47 meV
2p+- trial: s=b/a 0.6143  K 0.9102  F 1.0804  a 1.6849 a*  b 1.0350 a*
2p+- trial: energy -0.3206 Ry*, binding 6.39 meV
Basis for p levels: 18 radial functions per l, alpha = 0.8 / a*
2p0 angular factor G11: 1.4714
2p0 binding (meV), l up to 1,3,5,7,11: 10.795 11.440 11.488 11.491 11.492
2p0 energy -0.57620 Ry*, kinetic part 0.57620 Ry*
2p0 binding from Gaussian basis: 11.491 meV
2p+- angular factor G11: 1.1137
2p+- binding (meV), l up to 1,3,5,7,11: 6.185 6.385 6.401 6.402 6.402
2p+- energy -0.32100 Ry*, kinetic part 0.32100 Ry*
2p+- binding from Gaussian basis: 6.402 meV
RESULT 2p0 binding: 11.49 meV = 1.841e-21 J
RESULT 2p+- binding: 6.40 meV = 1.026e-21 J
Spacing 2p0 to 2p+-: 5.09 meV
With dielectric constant 11.7: 2p0 10.91 meV, 2p+- 6.08 meV
1s binding without central cell: 31.26 meV
1s first-order shift grows as range to the power 2.92 (0.5-1 A)
2p0 first-order shift grows as range to the power 4.92 (0.5-1 A)
2p+- first-order shift grows as range to the power 4.98 (0.5-1 A)
Well range: 2.0 angstrom; model donors set by their 1s binding:
1s 35.0 meV: depth 1.802 eV, added binding (meV) 1s 3.74, 2p0 0.0031, 2p+- 0.0002
   first-order added binding (meV): 2p0 0.0029, 2p+- 0.0002
1s 45.0 meV: depth 3.792 eV, added binding (meV) 1s 13.74, 2p0 0.0071, 2p+- 0.0004
   first-order added binding (meV): 2p0 0.0062, 2p+- 0.0003
1s 55.0 meV: depth 4.691 eV, added binding (meV) 1s 23.74, 2p0 0.0091, 2p+- 0.0005
   first-order added binding (meV): 2p0 0.0076, 2p+- 0.0004
PASS
```
